\section*{Absorption, Thermodynamic and Emission Energies of Displaced Defect Parabolas with Unequal Curvatures}

\section{Three energies from two curves}

\textbf{Q.} A trap in a gate oxide absorbs light at one energy and emits at a lower one. Why should a third, thermodynamic energy be needed at all?

\textbf{A.} Because light moves the electron while the nuclei stand still, whereas equilibrium compares states whose nuclei have relaxed. Take an electron trap with two states. State $i$ is the filled trap D$^-$. State $f$ is the empty trap D$^0$ plus an electron at rest at the conduction-band edge $E_C$. Let $Q$ be a mass-weighted coordinate running from one relaxed geometry to the other, and let both energies be harmonic:
\begin{align}
E_i(Q)&=\tfrac12 k_iQ^2,\\
E_f(Q)&=E_{\rm th}+\tfrac12 k_f(Q-\Delta)^2 .
\end{align}
Here $k_s=\omega_s^2>0$, with $s=i,f$. The zero of energy is the minimum of $E_i$, and $E_{\rm th}$ is the difference of the two minima, without vibrational energy.

\textbf{Q.} Why call that difference thermodynamic? A charge transition level is defined by formation energies and a Fermi level.

\textbf{A.} The two definitions agree. Let $U_-$ and $U_0$ be the relaxed energies of the two charge states. Adding an electron takes it from a reservoir at the Fermi energy $E_F$, so the formation energies, apart from a common term, are
\begin{equation}
F_-=U_--E_F,\qquad F_0=U_0 .
\end{equation}
They are equal at $E_F=U_--U_0$. In state $f$ the electron sits at $E_C$, so $E_{\rm th}=U_0+E_C-U_-$. Eliminating $U_--U_0$ gives
\begin{equation}
E_F=E_C-E_{\rm th}.
\end{equation}
The static transition level therefore lies $E_{\rm th}$ below the band edge.

\textbf{Q.} And the optical energies?

\textbf{A.} A vertical transition at fixed $Q$ costs the gap
\begin{equation}
G(Q)=E_f(Q)-E_i(Q).
\end{equation}
Absorption starts at the minimum of $E_i$, where $Q=0$; emission starts at the minimum of $E_f$, where $Q=\Delta$. Hence
\begin{align}
E_{\rm abs}&=G(0)=E_{\rm th}+\tfrac12k_f\Delta^2=E_{\rm th}+\lambda_f,\\
E_{\rm em}&=G(\Delta)=E_{\rm th}-\tfrac12k_i\Delta^2=E_{\rm th}-\lambda_i,
\end{align}
with $\lambda_s=\tfrac12k_s\Delta^2$. The vertical emission energy is positive only if $\lambda_i<E_{\rm th}$.

\textbf{Q.} The labels look crossed. Absorption begins in $i$, so why does it contain $k_f$?

\textbf{A.} At $Q=0$ the initial curve is at its minimum and contributes no elastic energy. The final curve is strained by $-\Delta$, and its strain energy is $\lambda_f$. After absorption the lattice relaxes on the final curve and releases exactly that amount. After emission it relaxes on $E_i$ and releases $\lambda_i$. Each vertical energy carries the curvature of the state in which relaxation follows.

\section{Eliminating the displacement}

\textbf{Q.} Suppose I know the two optical energies but not $\Delta$. Surely the thermodynamic energy is halfway between them?

\textbf{A.} That needs $\lambda_i=\lambda_f$. Subtract the two vertical energies, so that $E_{\rm th}$ cancels:
\begin{equation}
S\equiv E_{\rm abs}-E_{\rm em}=\lambda_f+\lambda_i
=\tfrac12(k_i+k_f)\Delta^2 .
\end{equation}
This Stokes shift fixes the size of the displacement:
\begin{equation}
\Delta^2=\frac{2S}{k_i+k_f}.
\end{equation}
Insert it in $E_{\rm th}=E_{\rm abs}-\tfrac12k_f\Delta^2$:
\begin{align}
E_{\rm th}
&=E_{\rm abs}-\frac{k_f}{k_i+k_f}(E_{\rm abs}-E_{\rm em})\nonumber\\
&=\frac{(k_i+k_f-k_f)E_{\rm abs}+k_fE_{\rm em}}{k_i+k_f}\nonumber\\
&=\frac{k_iE_{\rm abs}+k_fE_{\rm em}}{k_i+k_f}.
\label{eq:main}
\end{align}
With $r=k_f/k_i=(\omega_f/\omega_i)^2$ this is
\begin{equation}
E_{\rm th}=\frac{E_{\rm abs}+rE_{\rm em}}{1+r}.
\end{equation}

\textbf{Q.} How wrong is the midpoint?

\textbf{A.} Half the sum of the vertical energies is $E_{\rm th}+\tfrac12(\lambda_f-\lambda_i)$. Since $\lambda_f=r\lambda_i$ and $S=(1+r)\lambda_i$,
\begin{equation}
\frac{E_{\rm abs}+E_{\rm em}}2-E_{\rm th}
=\frac{S}{2}\,\frac{r-1}{r+1}.
\end{equation}
The midpoint is too high if the final state is stiffer and too low if it is softer. It is right for $r=1$, or for $\Delta=0$, when all three energies coincide. At fixed optical energies, $r\to\infty$ sends $E_{\rm th}$ to $E_{\rm em}$, because nearly all the relaxation then follows absorption. The limit $r\to0$ sends it to $E_{\rm abs}$.

\textbf{Q.} A calculation gives total energies directly. Do I need the parabolas then?

\textbf{A.} No, if both relaxed geometries are available. One can calculate $\lambda_f=E_f(0)-E_f(\Delta)$ and use $E_{\rm th}=E_{\rm abs}-\lambda_f$ for curves of any shape. Equation~(\ref{eq:main}) is needed when the vertical energies and curvatures are known but the relaxation energies are not. The harmonic assumption enters when a curvature at a minimum is used to predict the energy a distance $\Delta$ away.

\textbf{Q.} Real defects have many modes, and the modes can mix when the charge changes.

\textbf{A.} Let $\mathbf x$ collect the mass-weighted coordinates, $\mathbf D$ be the displacement between minima, and $K_i,K_f$ be the two Hessians. Then
\begin{align}
E_i&=\tfrac12\mathbf x^TK_i\mathbf x,\\
E_f&=E_{\rm th}+\tfrac12(\mathbf x-\mathbf D)^TK_f(\mathbf x-\mathbf D).
\end{align}
Evaluating the gap at $\mathbf x=0$ and $\mathbf x=\mathbf D$ gives $\lambda_s=\tfrac12\mathbf D^TK_s\mathbf D$. Define
\begin{equation}
k_s=\frac{\mathbf D^TK_s\mathbf D}{|\mathbf D|^2},
\end{equation}
and $\lambda_s=\tfrac12k_s|\mathbf D|^2$ has the one-mode form, so (\ref{eq:main}) follows again. The Hessians need not share eigenvectors. What matters is the curvature along the straight line joining the minima, which need not equal the squared frequency of any one normal mode.

A numerical test used four coordinates, $K_i=AA^T+I$ and $K_f=K_i+BB^T+I$, with $A$ and $B$ random matrices of standard normal entries and random linear forces on the final surface. With minima found numerically and curvatures taken by finite differences, the weighted mean missed the difference of minima by $10^{-6}$ model units; the midpoint missed it by 6.1.

\section{A trap near a TiN gate}

\textbf{Q.} Does the difference matter in a gate stack?

\textbf{A.} It matters when the level is compared with a Fermi level. Consider a deep electron trap in a high-k oxide, 2~nm from a TiN gate, at 358~K. Choose $E_{\rm th}=2.30$~eV, $\hbar\omega_i=40$~meV, $\hbar\omega_f=50$~meV and $\Delta=1.60\,\sqrt{\rm amu}$\,\AA. The curvatures are $k_i=0.3828$ and $k_f=0.5981$~eV/(amu\,\AA$^2$), with ratio $r=(50/40)^2=1.5625$. Then
\begin{align}
\lambda_i&=\tfrac12(0.3828)(1.60)^2=0.490\ {\rm eV},\\
\lambda_f&=\tfrac12(0.5981)(1.60)^2=0.766\ {\rm eV},\\
E_{\rm abs}&=2.300+0.766=3.066\ {\rm eV},\\
E_{\rm em}&=2.300-0.490=1.810\ {\rm eV}.
\end{align}
In the reverse direction,
\begin{equation}
E_{\rm th}=\frac{0.3828(3.0655)+0.5981(1.8101)}{0.3828+0.5981}
=2.300\ {\rm eV}.
\end{equation}
The midpoint is 2.438~eV, too high by 0.138~eV.

\textbf{Q.} What does TiN do with those 0.138~eV?

\textbf{A.} Its Fermi level sets the equilibrium filling. Let the band edge lie $\Phi=2.60$~eV above it, with no field in the oxide. Emptying the trap costs $E_{\rm th}$ to bring the electron to the band edge and returns $\Phi$ when the electron enters TiN at its Fermi level. The empty state therefore has relative energy $E_{\rm th}-\Phi$. Without vibrational and electronic degeneracy factors, the Boltzmann ratio is
\begin{equation}
\frac{p_{\rm filled}}{p_{\rm empty}}
=\exp\!\left(\frac{E_{\rm th}-\Phi}{k_BT}\right)
=\exp\!\left(\frac{-0.300}{0.03085}\right)
=6.0\times10^{-5}.
\end{equation}
The trap is almost certainly empty. At the same temperature, barrier and zero field, putting the midpoint in place of $E_{\rm th}$ gives $5.2\times10^{-3}$, about 87 times too large. Putting $E_{\rm abs}$ there gives $3.6\times10^6$ and reverses the conclusion. The vertical energy includes 0.766~eV of lattice strain, which an equilibrated empty trap does not retain.

\section{Vibrations and the measured band}

\textbf{Q.} At 358~K the lattice moves. Is $E_{\rm th}$ still the thermodynamic energy?

\textbf{A.} It is the static part. The formulas and numbers in this section are for a single mode. With many modes the projected curvatures $k_s$ still fix (\ref{eq:main}), but they do not fix the zero-point energy, the vibrational free energy or the band widths, which depend on all the frequencies and on how the modes mix. At zero temperature each oscillator adds $\tfrac12\hbar\omega_s$, so the zero-phonon energy is
\begin{equation}
E_{\rm ZPL}=E_{\rm th}+\tfrac12\hbar(\omega_f-\omega_i)=2.305\ {\rm eV}.
\end{equation}
At temperature $T$, summing the geometric series over oscillator levels gives
\begin{equation}
Z_s=\sum_{n=0}^{\infty}e^{-(n+1/2)\hbar\omega_s/k_BT}
=\frac1{2\sinh(\hbar\omega_s/2k_BT)} .
\end{equation}
Since $F_s=-k_BT\ln Z_s$, the vibrational addition to $E_{\rm th}$ is
\begin{equation}
F_f-F_i=k_BT\ln
\frac{\sinh(\hbar\omega_f/2k_BT)}{\sinh(\hbar\omega_i/2k_BT)}
=8.1\ {\rm meV}.
\end{equation}
The stiffer empty state has the higher vibrational free energy, which favours filling slightly: the odds rise to $7.8\times10^{-5}$.

\textbf{Q.} An experiment records a broad band. Can I read $E_{\rm abs}$ from its maximum?

\textbf{A.} Approximately, for transitions to the band edge alone. Assume a constant electronic matrix element and remove the frequency prefactors from the spectrum. Let $|n\rangle$ be a vibrational state of $H_i$ with energy $\varepsilon_n$, and $|m\rangle$ one of $H_f$ with energy $\varepsilon_m$. The line at $\varepsilon_m-\varepsilon_n$ has weight $|\langle m|n\rangle|^2$. Completeness of the final states gives
\begin{equation}
\sum_m(\varepsilon_m-\varepsilon_n)|\langle m|n\rangle|^2
=\langle n|H_f-\varepsilon_n|n\rangle=\langle n|G|n\rangle .
\end{equation}
The last step uses $H_f=H_i+G$: the kinetic energies are equal. Also $(H_f-\varepsilon_n)|n\rangle=G|n\rangle$, and the squared norm of this vector makes the second moment $\langle n|G^2|n\rangle$. Expanding the gap about $Q=0$,
\begin{equation}
G=E_{\rm abs}-k_f\Delta\,Q+\tfrac12(k_f-k_i)Q^2 .
\end{equation}
The thermal position density of an oscillator is Gaussian, with $\langle Q\rangle=\langle Q^3\rangle=0$, $\langle Q^2\rangle=s_i$ and $\langle Q^4\rangle=3s_i^2$. Half the mean oscillator energy is potential, so
\begin{equation}
\tfrac12k_is_i=\tfrac14\hbar\omega_i\coth\frac{\hbar\omega_i}{2k_BT},
\qquad
s_i=\frac{\hbar}{2\omega_i}\coth\frac{\hbar\omega_i}{2k_BT}.
\end{equation}
The mean and variance of the absorption band are therefore
\begin{align}
\bar E_{\rm abs}&=E_{\rm abs}+\tfrac12(k_f-k_i)s_i,\\
\sigma_{\rm abs}^2&=k_f^2\Delta^2s_i
+\tfrac14(k_f-k_i)^2(3s_i^2-s_i^2)\nonumber\\
&=k_f^2\Delta^2s_i+\tfrac12(k_f-k_i)^2s_i^2 .
\end{align}

\textbf{Q.} Is emission the mirror image?

\textbf{A.} Not with unequal curvatures. Put $Q=\Delta+y$. Then
\begin{equation}
G=E_{\rm em}-k_i\Delta\,y+\tfrac12(k_f-k_i)y^2,
\end{equation}
and the same averages, now over state $f$ with $\langle y^2\rangle=s_f$, give
\begin{align}
\bar E_{\rm em}&=E_{\rm em}+\tfrac12(k_f-k_i)s_f,\\
\sigma_{\rm em}^2&=k_i^2\Delta^2s_f+\tfrac12(k_f-k_i)^2s_f^2 .
\end{align}
Both means move in the same direction. Here they are 3.075 and 1.817~eV, which lie 10 and 7~meV above the vertical energies. The standard deviations are 0.290~eV for absorption and 0.153~eV for emission. Emission is narrower because its leading term has the smaller slope $k_i\Delta$ and the stiffer starting state has the smaller $s_f$. Explicit sums over numerically calculated vibrational states agreed with these means within $10^{-5}$~eV and with the variances within $10^{-5}$~eV$^2$.

After smoothing with a standard deviation of 30~meV, the calculated peaks lie near 3.05 and 1.81~eV. Phonon structure that survives this smoothing still shifts the absorption maximum by about 10~meV. With 50~meV smoothing it lies near 3.035~eV, about 30~meV below the vertical energy, while the mean is 10~meV above it. For this trap, either reading is close compared with the 0.138~eV midpoint error.

\textbf{Q.} But a conduction band is a continuum, not one final level.

\textbf{A.} Then $E_{\rm abs}$ is the vertical threshold. Transitions to higher band states add intensity above it, and the maximum of the full photoionization spectrum need not lie at $E_{\rm abs}$. The threshold must first be extracted with a model of the band states and the vibrational broadening. On the emission side, electrons in a nondegenerate parabolic band have mean kinetic energy $\tfrac32k_BT=46$~meV, whereas $E_{\rm em}$ refers to an electron at rest.

\section{Where the inference can fail}

\textbf{Q.} You assumed that a curvature at the bottom still holds a distance $\Delta$ away. What if it does not?

\textbf{A.} Add a cubic term to the final curve. With $y=Q-\Delta$,
\begin{equation}
E_f=E_{\rm th}+\tfrac12k_fy^2\left(1+c\,\frac y\Delta\right),
\qquad
E_f''=k_f\left(1+3c\,\frac y\Delta\right).
\end{equation}
The minimum and its curvature are unchanged at $y=0$. At $y=-\Delta$ the strain energy becomes $\lambda_f(1-c)$, so $E_{\rm abs}$ moves by $-c\lambda_f$ while $E_{\rm em}$ stays put. In (\ref{eq:main}) the weight of $E_{\rm abs}$ is $1/(1+r)$, and the inferred $E_{\rm th}$ is wrong by
\begin{equation}
\delta E_{\rm th}=-\frac{c\lambda_f}{1+r}.
\end{equation}
For $c=0.10$ the curvature has fallen by 30\% at $Q=0$. The absorption energy drops by 77~meV and the inferred $E_{\rm th}$ by 30~meV, which places the transition level too close to the band edge. Reversing $c$ reverses both signs.

\textbf{Q.} A gate oxide also has a field across it. Does that spoil the comparison with TiN?

\textbf{A.} It can. At 1~MV/cm the potential changes by 0.20~eV over 2~nm. If the field drives electrons from TiN into the oxide, it lowers the trap relative to the TiN Fermi level and reduces the 0.30~eV margin to 0.10~eV. The static level aligns with the Fermi level at
\begin{equation}
\mathcal E=\frac{0.30\ {\rm V}}{2.0\ {\rm nm}}=1.5\ {\rm MV/cm}.
\end{equation}
The opposite field raises the trap and makes it emptier. This uniform shift does not alter $E_{\rm th}$ measured from the local band edge.

The field also blurs the optical threshold, since an electron can enter the tilted band by tunnelling. Equating the confinement energy $\hbar^2/2mL^2$ to the potential drop $e\mathcal EL$ gives $L^3=\hbar^2/(2me\mathcal E)$ and the energy scale
\begin{equation}
e\mathcal EL=\left(\frac{\hbar^2e^2\mathcal E^2}{2m}\right)^{1/3}.
\end{equation}
For a band mass of 0.20 electron masses and 1~MV/cm this is 0.12~eV. It sets the extent of the tunnelling tail below the band edge and is not a shift of the measured threshold. With a constant matrix element, folding the tilted-band density of states into the 0.29~eV wide absorption band moves the edge by about 1~meV near $E_{\rm abs}$ and by about 30~meV in the far tail near $E_{\rm th}$. The tail shift grows quickly at several MV/cm.

\textbf{Q.} The filled trap is charged and TiN is a metal. Where is the image force?

\textbf{A.} It was left out. For a perfect conductor and an oxide of relative permittivity $\epsilon$, the image energy is $-W$, with $W=e^2/(16\pi\epsilon_0\epsilon d)$. Static permittivity 20 gives $W_s=9$~meV; electronic permittivity 4 gives $W_e=45$~meV. The relaxed filled trap is lowered by $W_s$, so $E_{\rm th}$ rises by 9~meV. In emission the trap is filled before the lattice responds, so $E_{\rm em}$ rises by $W_e=45$~meV. For absorption, linear lattice response changes the strain energy left behind by $W_s-W_e$. Adding the lost image energy $W_s$ gives a shift $2W_s-W_e=-27$~meV. The band electron is here taken far from the gate.

\textbf{Q.} How close is all this to a real TiN-gated stack?

\textbf{A.} The depth, phonon energies, barrier, permittivities and band mass are rough values for the regime of deep traps in high-k oxides, not data for one identified defect. Zero field is a simplification: working stacks can carry fields of order 1~MV/cm or more, and 1~MV/cm already moves the trap by two thirds of its margin. The barrier also depends on processing and interface dipoles, and in a disordered film $E_{\rm th}$ varies from site to site. If the filled trap has paired spins and the empty one is a spin doublet, the odds are halved, equivalent to reducing $E_{\rm th}$, and so raising the transition level, by $k_BT\ln2=21$~meV.

Equilibrium itself is an assumption. For a constant 2.3~eV barrier, the tunnelling factor $\exp(-2d\sqrt{2mE_{\rm th}}/\hbar)$ to TiN is $9\times10^{-7}$. This is an order-of-magnitude figure. A parabolic band overstates the decay this deep in the gap, and the transfer into empty TiN states is vertical, at a depth between $E_{\rm th}$ and $\Phi$. An exchange time would also require an attempt rate and the vibrational overlap. If exchange is slower than the measurement, the trap keeps its earlier charge and the equilibrium odds do not apply. The numerical output lists the inputs and energy scales behind these estimates.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Input difference of minima E_th: 2.30 eV
Input filled-trap quantum: 40.0 meV
Input empty-trap quantum: 50.0 meV
Input displacement: 1.60 sqrt(amu) angstrom
Input temperature: 358 K
Thermal energy kT: 30.85 meV
Input TiN barrier: 2.60 eV
Input distance from TiN: 2.0 nm
Curvature k_i: 0.3828 eV/(amu angstrom^2)
Curvature k_f: 0.5981 eV/(amu angstrom^2)
Curvature ratio k_f/k_i: 1.5625
Relaxation energy lambda_i: 0.4899 eV
Relaxation energy lambda_f: 0.7655 eV
Vertical absorption E_abs: 3.0655 eV
Vertical emission E_em: 1.8101 eV
Stokes shift: 1.2555 eV
Recovered E_th: 2.3000 eV
Recovered displacement: 1.6000 sqrt(amu) angstrom
Midpoint estimate: 2.4378 eV
Midpoint error: 0.1378 eV
Four-mode weighted-mean error: 9.8e-07 model units
Four-mode midpoint error: 6.1481 model units
Zero-phonon energy: 2.3050 eV
Vibrational free-energy shift: 8.06 meV
Mean absorption energy: 3.0754 eV
Smoothed absorption peak: 3.048 eV
Absorption standard deviation: 0.2899 eV
Mean emission energy: 1.8168 eV
Smoothed emission peak: 1.809 eV
Emission standard deviation: 0.1533 eV
Spectrum smoothing standard deviation: 30 meV
Filled/empty odds from E_th: 5.98e-05
Odds with vibrational shift: 7.77e-05
Odds misusing midpoint: 5.21e-03
Odds misusing E_abs: 3.58e+06
Cubic coefficient: 0.10
Cubic shift of E_abs: -76.6 meV
Cubic error in inferred E_th: -29.9 meV
Field used for estimates: 1.0 MV/cm
Potential drop from TiN to trap: 0.20 eV
Field aligning E_th with TiN: 1.50 MV/cm
Input band mass: 0.20 electron masses
Field-assisted absorption scale: 124.0 meV
Input static permittivity: 20.0
Input electronic permittivity: 4.0
Static image energy: 9.0 meV
Electronic image-energy bound: 45.0 meV
Twofold degeneracy shift: 21.4 meV
Mean band-electron kinetic energy: 46.3 meV
Tunnelling factor to TiN: 9.20e-07
\end{verbatim}
